Finite-Wavelength Correction to the Polarizability of a Nanometre Air Pore

**1. The decision**

When porosity is extracted from the refractive index of a porous dielectric film, each pore enters through its polarizability. One must decide whether the electrostatic polarizability of a sphere is good enough at the measuring wavelength, or whether the pore needs a full wave calculation. The first correction in the ratio of pore size to wavelength settles this.

Take an air pore of radius a = 2 nm in a matrix of permittivity 2.8, at a vacuum wavelength λ = 633 nm. The squared size parameter is about 1.1 × 10⁻³, which suggests a correction of one part in a thousand. That is the right scale, but the coefficient in front of it is −0.42. The correction is therefore about half a part in a thousand, and it reduces the magnitude of the polarizability.

**2. The wave problem**

The sphere has permittivity ε_i, and the matrix has a real, positive permittivity ε_m. Both are non-magnetic. Fields vary as exp(−iωt), and

k₀ = 2π/λ, k = k₀√ε_m, x = ka, m² = ε_i/ε_m.

The polarizability α is defined by p = ε₀ε_m α E₀. Here E₀ is the incident field at the centre of the sphere, and p is the point dipole that radiates the same electric-dipole wave as the sphere.

For that wave, with the axis along E₀, write H_φ = (u(r)/r) sin θ. The equation ∇×H = −iωε₀εE gives, with N = i/(ωε₀),

E_r = 2N u cos θ/(ε r²), E_θ = −N u′ sin θ/(ε r).

Inserting these in ∇×E = iωμ₀H and dividing by the common factor N sin θ/r gives

(u′/ε)′ + (k₀² − 2/(ε r²)) u = 0.

Continuity of the tangential fields H_φ and E_θ makes u and u′/ε continuous at r = a.

In the matrix, with z = kr, two independent solutions are

ψ = sin z/z − cos z = (z²/3)(1 − z²/10 + …),
η = −cos z/z − sin z = −(1/z)(1 + z²/2 + …).

The first is regular at the origin. The combination ψ + iη = −e^{iz}(1 + i/z) is an outgoing wave.

**3. Matching at the surface**

Inside the sphere u is proportional to r²(1 − m²k²r²/10), so that at r = a

a u′/u = (2 − 2m²x²/5)/(1 − m²x²/10) = 2 − m²x²/5 + O(x⁴).

This expansion needs |m|x ≪ 1 as well as x ≪ 1. Since u′/ε is continuous, the value on the matrix side is the inside value multiplied by ε_m/ε_i = 1/m². Call it s:

s = 2/m² − x²/5.

Outside, u = ψ + tη, with t to be found. From the series, at z = x,

zψ′ = (x²/3)(2 − 2x²/5), zη′ = (1/x)(1 − x²/2).

The condition zψ′ + t zη′ = s(ψ + tη) becomes

(x²/3)[2 − 2x²/5 − s(1 − x²/10)] = −(t/x)[s(1 + x²/2) + 1 − x²/2].

Call the left bracket A and the right bracket B, so that t = −(x³/3)A/B. Insert s and keep terms up to x²:

A = 2 − 2/m² + x²(1/5 − 2/5 + 1/(5m²))
= [2(m² − 1)/m²](1 − x²/10),

B = 1 + 2/m² + x²(−1/5 − 1/2 + 1/m²)
= [(m² + 2)/m²][1 + x²(1 − 7m²/10)/(m² + 2)].

Therefore

t = −(2/3)x³β(1 + δ), β = (m² − 1)/(m² + 2),

where δ collects the two corrections:

δ = −x²/10 − x²(1 − 7m²/10)/(m² + 2)
= x²[−(m² + 2)/10 − 1 + 7m²/10]/(m² + 2)
= (3/5)x²(m² − 2)/(m² + 2).

**4. From the wave to the dipole**

Separate the outside solution into incident and outgoing parts:

ψ + tη = C[ψ − a₁(ψ + iη)].

Comparing the coefficients of ψ and η gives C(1 − a₁) = 1 and −iCa₁ = t, hence a₁ = t/(t − i) and C = 1 + it.

Near the origin the incident part is Ck²r²/3. Put into E_r, this gives a uniform field

E₀ = 2NCk²/(3ε_m).

The outgoing part, continued to small r, is iCa₁/(kr). Its radial field is 2iNCa₁ cos θ/(ε_m k r³). A point dipole has the near field 2p cos θ/(4πε₀ε_m r³), so p = 4πiε₀NCa₁/k. Dividing by ε₀ε_mE₀,

α = 6πi a₁/k³ = −(6π/k³) t/(1 + it).

Since 1/(1 + it) = 1 − it + …, and −it = i(2/3)x³β at leading order,

α = 4πa³β[1 + δ + i(2/3)x³β + O(x⁴)].

The imaginary term is radiation damping. Multiplied by the prefactor it contains β², so Im α is positive for either sign of β. A lossless pore still removes energy from the incident wave by scattering it.

**5. Reading the coefficient**

For an air pore m² = 1/ε_m, and

δ = −(3/5)(2πa/λ)² ε_m(2ε_m − 1)/(2ε_m + 1).

This is negative whenever ε_m > 1/2, which covers ordinary transparent matrices.

For weak contrast, m² → 1, the correction tends to −x²/5. This limit has a simple interpretation. A plane wave averaged over the sphere is reduced by the factor 1 − k²⟨r²⟩/6 = 1 − x²/10, because ⟨r²⟩ = 3a²/5. This describes how the pore is driven. The polarization currents then radiate from different places, which costs a second factor 1 − x²/10, as section 6 confirms.

At m² = 2 the x² term vanishes, and for larger m² the correction is positive. The formula fails near m² = −2, where the denominator of β vanishes and the small terms decide the response. For large real m it degrades as mx grows, even if the sphere is small compared with the wavelength outside it. For m = 100 the true correction exceeds δ by 1.5% at mx = 1, 7% at 2 and 22% at 3; for m = 10 the figures are 1.8%, 8% and 27%. For m of 3 or 4 the sphere is no longer small at such mx and these figures do not apply. The formula fails on approach to the internal electric-dipole resonance near mx = 4.5. The magnetic dipole resonates earlier, near mx = 3.1, and at mx = 3 its amplitude is already about three times that of the electric dipole.

**6. A second definition of the dipole**

One may instead define the dipole as the plain integral of the excess polarization, ε₀(ε_i − ε_m)∫E dV. At order x² this is a different quantity.

The axial field inside is E_r cos θ − E_θ sin θ. The angular integrals of cos²θ and sin²θ are 4π/3 and 8π/3, so

∫E_z dV = (8πN/3ε_i)∫₀ᵃ(u + ru′)dr = (8πN/3ε_i) a u(a).

To find u(a), use the Wronskian ψη′ − ψ′η = 1, with primes denoting d/dz. It is constant because the equation for u in the matrix has no first-derivative term, and its value follows from the leading terms, 1/3 + 2/3. With u = ψ + tη and zu′ = su at the surface,

u(a)(zψ′ − sψ) = u zψ′ − ψ zu′ = xt(ηψ′ − ψη′) = −xt.

The bracket on the left is (x²/3)A, so

u(a) = −3t/(xA) = [m²x²/(m² + 2)](1 + δ + x²/10).

Dividing the integrated dipole by ε₀ε_mE₀ gives 4πa³β(1 + δ + x²/10) for the real part through order x². The radiating dipole is smaller by the factor 1 − x²/10, for any m² within the expansion. A correction at this order has a definite value once the dipole has been defined.

**7. The 2 nm pore**

The wavelength in the matrix is 633 nm/√2.8 = 378.3 nm. Then

x = 2π × 2/378.3 = 0.0332, x² = 1.10 × 10⁻³,
m² = 1/2.8 = 0.357, β = (0.357 − 1)/(0.357 + 2) = −0.273.

The quasistatic polarizability is 4π × 8 nm³ × (−0.273) = −27.4 nm³. It is negative because the pore is less polarizable than the matrix it replaces. The correction is

δ = 0.6 × 1.10 × 10⁻³ × (0.357 − 2)/(0.357 + 2) = −4.6 × 10⁻⁴.

The radiative term is −6.7 × 10⁻⁶ relative to the quasistatic value, about seventy times smaller than δ.

Numerical integration of the radial equation for this pore, without the small-x expansion, gives a real correction of −4.612 × 10⁻⁴, against −4.615 × 10⁻⁴ from the formula. When the radius is doubled from 5 to 10 nm in the same matrix, the remainder grows by a factor of 15.8, close to the 16 expected of an x⁴ term. The plain polarization integral gives −3.5 × 10⁻⁴, in agreement with section 6.

Since δ grows as a², the correction reaches one part in a thousand at

a = 2 nm × √(10⁻³/4.6 × 10⁻⁴) = 2.9 nm,

with matrix and wavelength unchanged.

**8. What it does to a film index**

Let pores fill a fraction f of the film. In the Lorentz mean-field picture the field acting on a pore is E + P/(3ε₀ε_m), where P is the excess polarization. With n pores per volume, nα = 3fβ, so

P = 3fβ ε₀ε_m E/(1 − fβ),
ε_eff = ε_m + P/(ε₀E) = ε_m(1 + 2fβ)/(1 − fβ),

which is the Maxwell Garnett formula. For f = 25% it gives ε_eff = 2.264 and an index of 1.505. Replacing β by β(1 + δ) raises the index by 7.7 × 10⁻⁵, because each pore subtracts slightly less.

This shift is not the x² correction of the film. Other multipoles enter at the same order. For a single pore, the magnetic dipole and electric quadrupole add about 0.9 × 10⁻⁴ and 1.2 × 10⁻⁴ to the forward scattering, relative to the electric dipole. Both oppose δ: the three terms sum to −2.6 × 10⁻⁴, which would give an index shift of 4.3 × 10⁻⁵, and for weak contrast they cancel altogether, since −1/5 + 1/10 + 1/10 = 0. Finite-wavelength interactions between pores change the shift again, by an amount that depends on how the pores are arranged. For periodic arrays of these pores at f = 25%, a plane-wave solution gives 0.5 to 1.0 × 10⁻⁵ (simple cubic) and 0.7 to 0.8 × 10⁻⁵ (face-centred cubic), depending on direction and polarization, with a numerical uncertainty of about 5%; this is roughly ten times less than the estimate from δ alone. For disordered pores an estimate to second order in the contrast gives 1.4 × 10⁻⁵ for non-overlapping spheres placed as in a hard-sphere fluid, 3 × 10⁻⁵ for freely overlapping spheres, and about 8 × 10⁻⁵ for an exponentially correlated pore space of the same porosity and surface area. The value from δ alone is therefore a guide to scale, not an upper bound.

**9. The model beside a real low-permittivity film**

The parameters resemble an organosilicate interlayer dielectric, with one serious departure. A permittivity of 2.8 for such a material is normally a low-frequency value, which includes atomic motions that cannot follow light at 633 nm. A rough optical index for such a matrix is 1.40, or a permittivity of 1.96. With the radius held at 2 nm, δ then falls to −2.8 × 10⁻⁴. More importantly, |β| itself falls by 28%, about 600 times the fractional correction calculated in section 7. The film index of 1.505 is accordingly too high for a real film of this kind. A radius of 2 nm is also towards the large end for such materials.

Real pores are neither equal, spherical nor sharply bounded. The following changes are for the original matrix permittivity of 2.8:

- Moving the pore wall outward by 0.1 nm raises the magnitude of the polarizability by 16%, since it scales as a³. This is only a change of void volume; at fixed f the radius drops out of the Maxwell Garnett formula. A wall graded linearly over 0.2 nm at the same void volume lowers the magnitude by 0.8%.
- Local-field coupling at 25% porosity changes the induced dipole by −6.4%. The Maxwell Garnett formula includes this; an isolated-pore estimate does not.
- Stretching the pore to an aspect ratio of 1.1 at fixed volume lowers the magnitude by 2.0% along the long axis. Averaged over orientations, the change is only +2 × 10⁻⁴, comparable with δ.
- A spread of radii increases the mean correction, because the total of αδ scales as a⁵ and that of α as a³. For a log-normal distribution with number median 2 nm and logarithmic width 0.25, the factor is exp(8 × 0.25²) = 1.65, giving −7.6 × 10⁻⁴. If 2 nm is the volume-weighted median, the factor is exp(2 × 0.25²) = 1.13.

For pores of this size and at this wavelength, the quasistatic polarizability is therefore adequate as long as the matrix permittivity at 633 nm is uncertain at the per cent level. With ε_m = 2.8 and f = 25%, a 1% error in ε_m moves the extracted porosity by 0.009, and using the Bruggeman rule in place of Maxwell Garnett moves it by 0.008, while δ moves it by 1 × 10⁻⁴. With ε_m = 1.96 the three figures are 0.013, 0.004 and 7 × 10⁻⁵. Effort is better spent on the optical constant of the matrix and on the mixing rule than on a wave calculation for each pore. The choice should be reconsidered for larger pores or shorter wavelengths, since δ grows as (a/λ)² at fixed permittivities.

Values computed for the example and the checks

```
pore radius = 2.0 nm
vacuum wavelength = 633 nm
matrix permittivity = 2.80 (dimensionless)
wavelength in matrix = 378.3 nm
size parameter x = 0.03322 (dimensionless)
x squared = 1.1035e-03 (dimensionless)
permittivity ratio m2 = 0.35714 (dimensionless)
beta = -0.27273 (dimensionless)
quasistatic polarizability = -27.418 nm^3
coefficient delta/x^2 = -0.4182 (dimensionless)
leading correction delta = -4.6146e-04 (relative)
Maxwell integration, real correction = -4.6122e-04 (relative)
same from weighted currents = -4.6122e-04 (relative)
plain polarization integral = -3.5091e-04 (relative)
radiative term, formula = -6.665e-06 (relative, imaginary)
radiative term, integration = -6.659e-06 (relative, imaginary)
remainder growth, 5 to 10 nm = 15.79 (ratio)
radius for |delta| = 0.001: 2.944 nm
magnetic dipole / electric dipole = 8.672e-05 (forward)
electric quadrupole / dipole = 1.167e-04 (forward)
rough optical index = 1.40 (dimensionless)
optical permittivity = 1.960 (dimensionless)
beta at optical permittivity = -0.19512 (dimensionless)
delta at optical permittivity = -2.7507e-04 (relative)
change of |beta|, 2.8 to optical = -28.5 %
wall position uncertainty = 0.10 nm
polarizability change from wall = 15.8 %
log-normal width of radii = 0.25 (dimensionless)
factor on delta from size spread = 1.649 (ratio)
delta with size spread = -7.608e-04 (relative)
pore aspect ratio = 1.10 (dimensionless)
depolarization factor on long axis = 0.30828 (dimensionless)
shape change along long axis = -2.01 %
shape change, orientation mean = 2.079e-04 (relative)
porosity = 25 %
local-field change at this porosity = -6.38 %
Maxwell Garnett permittivity = 2.2638 (dimensionless)
Maxwell Garnett index = 1.5046 (dimensionless)
index shift from delta alone = 7.70e-05 (dimensionless)
```
